# The warped valence bands of the four-band Luttinger Hamiltonian, part 1

(Sections cited here and not found follow in the second part.)

Near the top of a fourfold valence band in a cubic crystal, four Bloch states transform like an angular momentum $j=3/2$. To second order in the wave vector their energies are the eigenvalues of the Luttinger Hamiltonian. In atomic units ($\hbar=m_0=1$), with electron energies measured from the band top,

$$H(\mathbf k)=-\tfrac12\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2-2\gamma_3\sum_{(ij)}k_ik_j[J_i,J_j]_+\Big].$$

Here $[X,Y]_+=XY+YX$, the sum over $(ij)$ runs over the three pairs $yz$, $zx$, $xy$, the axes are the cube axes, and $\gamma_1,\gamma_2,\gamma_3$ are real numbers. The prefactor $\tfrac12$ is $\hbar^2/2m_0$. This form is taken as the model. It assumes an inversion centre (no terms linear in $\mathbf k$), no strain, no magnetic field (the $k_i$ are ordinary numbers), and energies small against the spin-orbit gap $\Delta$ below the band top. The basis is $|m\rangle$ with $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, and $J_\pm=J_x\pm iJ_y$ with $J_+|m\rangle=c_m|m+1\rangle$, $c_m=\sqrt{\tfrac{15}{4}-m(m+1)}$. Throughout,

$$S=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2,\qquad s=S/k^4 .$$

The numerical check carries out the tests mentioned below and supplies the main numbers.

## (a) Five matrices

Define
$$\Gamma_1=\frac{[J_y,J_z]_+}{\sqrt3},\quad \Gamma_2=\frac{[J_z,J_x]_+}{\sqrt3},\quad \Gamma_3=\frac{[J_x,J_y]_+}{\sqrt3},$$
$$\Gamma_4=\frac{J_x^2-J_y^2}{\sqrt3},\quad \Gamma_5=J_z^2-\tfrac54 .$$
Write them as products of Pauli matrices, and find their traces, their anticommutators and their product.

**Solution.** The ladder elements are $c_{1/2}=\sqrt3$, $c_{-1/2}=2$, $c_{-3/2}=\sqrt3$. Label the four states by two two-valued indices, $\tau$ first and $\sigma$ second:
$$|\tfrac32\rangle=|\uparrow\uparrow\rangle,\quad|\tfrac12\rangle=|\uparrow\downarrow\rangle,\quad|-\tfrac12\rangle=|\downarrow\uparrow\rangle,\quad|-\tfrac32\rangle=|\downarrow\downarrow\rangle .$$
Let $\tau_i$ and $\sigma_i$ be Pauli matrices acting on these indices, with $\sigma_+=\tfrac12(\sigma_x+i\sigma_y)=|\uparrow\rangle\langle\downarrow|$ and the same for $\tau_+$. The labels are bookkeeping; $\sigma$ here is not the electron spin.

The diagonal of $J_z^2-\tfrac54$ is $(1,-1,-1,1)$, which is the diagonal of $\tau_z\sigma_z$. Hence $\Gamma_5=\tau_z\sigma_z$.

The operator $[J_z,J_+]_+$ raises $m$ by one, with element $\langle m+1|J_zJ_++J_+J_z|m\rangle=(2m+1)c_m$. This equals $2\sqrt3$ for $m=\tfrac12$, zero for $m=-\tfrac12$, and $-2\sqrt3$ for $m=-\tfrac32$. The first step takes $|\uparrow\downarrow\rangle$ to $|\uparrow\uparrow\rangle$ and the last takes $|\downarrow\downarrow\rangle$ to $|\downarrow\uparrow\rangle$. Both raise $\sigma$, with a sign given by $\tau_z$, so
$$[J_z,J_x]_++i[J_z,J_y]_+=2\sqrt3\,\tau_z\sigma_+=\sqrt3\,\tau_z\sigma_x+i\sqrt3\,\tau_z\sigma_y .$$
A matrix splits in only one way into $X+iY$ with $X$ and $Y$ Hermitian. Therefore $\Gamma_2=\tau_z\sigma_x$ and $\Gamma_1=\tau_z\sigma_y$.

The operator $J_+^2$ raises $m$ by two. Its elements are $c_{1/2}c_{-1/2}=2\sqrt3$ from $|\downarrow\uparrow\rangle$ to $|\uparrow\uparrow\rangle$ and $c_{-1/2}c_{-3/2}=2\sqrt3$ from $|\downarrow\downarrow\rangle$ to $|\uparrow\downarrow\rangle$. Both raise $\tau$ and leave $\sigma$ alone, so
$$J_+^2=(J_x^2-J_y^2)+i[J_x,J_y]_+=2\sqrt3\,\tau_+=\sqrt3\,\tau_x+i\sqrt3\,\tau_y ,$$
which gives $\Gamma_4=\tau_x$ and $\Gamma_3=\tau_y$. Collected,
$$\Gamma_1=\tau_z\sigma_y,\quad\Gamma_2=\tau_z\sigma_x,\quad\Gamma_3=\tau_y,\quad\Gamma_4=\tau_x,\quad\Gamma_5=\tau_z\sigma_z .$$

Each is Hermitian and squares to $1$. Each is traceless, because the trace of a product $\tau\sigma$ is the product of the two $2\times2$ traces and every $\Gamma_a$ contains a traceless $\tau_i$. The ten pairs anticommute for three reasons. Among $\Gamma_1,\Gamma_2,\Gamma_5$ (three pairs) the factors $\tau_z$ multiply to $1$ and different $\sigma_i$ anticommute. For $\Gamma_3,\Gamma_4$ (one pair) $\tau_y$ and $\tau_x$ anticommute. For $\Gamma_3$ or $\Gamma_4$ with $\Gamma_1$, $\Gamma_2$ or $\Gamma_5$ (six pairs), $\tau_y$ or $\tau_x$ anticommutes with $\tau_z$ and commutes with $\sigma_i$. Thus
$$[\Gamma_a,\Gamma_b]_+=2\delta_{ab}.$$
For the product, $\Gamma_1\Gamma_2=\sigma_y\sigma_x=-i\sigma_z$ and $\Gamma_3\Gamma_4=\tau_y\tau_x=-i\tau_z$, so $\Gamma_1\Gamma_2\Gamma_3\Gamma_4\Gamma_5=(-i)^2(\tau_z\sigma_z)^2=-1$. No sixth matrix can join the set: a matrix that anticommutes with all five also anticommutes with their product, an odd number of factors, and a matrix that anticommutes with $-1$ is zero. The program tests the Pauli forms, the traces, the anticommutators and the product in exact arithmetic on matrices built from the ladder elements.

## (b) The traceless part

Write $H=\tfrac14(\operatorname{Tr}H)\,1+D$ and expand $D$ in the $\Gamma_a$.

**Solution.** From $J^2=\tfrac{15}4$ and $J_z^2=\tfrac54+\Gamma_5$ follows $J_x^2+J_y^2=\tfrac52-\Gamma_5$. Adding or subtracting $J_x^2-J_y^2=\sqrt3\,\Gamma_4$ and halving gives
$$J_x^2=\tfrac54-\tfrac12\Gamma_5+\tfrac{\sqrt3}2\Gamma_4,\qquad J_y^2=\tfrac54-\tfrac12\Gamma_5-\tfrac{\sqrt3}2\Gamma_4 .$$
Multiplying by $k_x^2$, $k_y^2$, $k_z^2$ and summing,
$$\sum_ik_i^2J_i^2=\tfrac54k^2+\tfrac{\sqrt3}2(k_x^2-k_y^2)\Gamma_4+\tfrac12(2k_z^2-k_x^2-k_y^2)\Gamma_5 .$$
Inside the bracket of $H$ this is multiplied by $-2\gamma_2$. Its scalar part $-\tfrac52\gamma_2k^2$ cancels the $+\tfrac52\gamma_2k^2$ of the first term, so the scalar part of the bracket is $\gamma_1k^2$ alone. The overall factor $-\tfrac12$ turns $-2\gamma_2$ into $+\gamma_2$ and $-2\gamma_3$ into $+\gamma_3$, and each $[J_i,J_j]_+$ is $\sqrt3$ times a $\Gamma_a$. The result is
$$H=-\tfrac12\gamma_1k^2+D,\qquad D=\sum_{a=1}^5d_a\Gamma_a,$$
$$d_1=\sqrt3\gamma_3k_yk_z,\quad d_2=\sqrt3\gamma_3k_zk_x,\quad d_3=\sqrt3\gamma_3k_xk_y,$$
$$d_4=\tfrac{\sqrt3}2\gamma_2(k_x^2-k_y^2),\quad d_5=\tfrac12\gamma_2(2k_z^2-k_x^2-k_y^2).$$
Since the $\Gamma_a$ are traceless, $\tfrac14\operatorname{Tr}H=-\tfrac12\gamma_1k^2$ is the mean of the four levels. Taking the trace of the anticommutation rule gives $\operatorname{Tr}\Gamma_a\Gamma_b=4\delta_{ab}$, so $d_a=\tfrac14\operatorname{Tr}(H\Gamma_a)$. The program extracts the $d_a$ by this trace and tests them against the expressions above.

## (c) Squaring

Compute $D^2$ and the spectrum of $H$. Bring the levels to the form $E_\pm=\tfrac12\{Ak^2\pm\sqrt{B^2k^4+C^2S}\}$ and find $A$, $B^2$ and $C^2$. What does the spectrum leave undetermined?

**Solution.** Separate the diagonal terms of the double sum from the pairs:
$$D^2=\sum_ad_a^2\Gamma_a^2+\sum_{a<b}d_ad_b\,(\Gamma_a\Gamma_b+\Gamma_b\Gamma_a)=\sum_ad_a^2\equiv|d|^2 .$$
The pairs drop out by anticommutation. Pulling out the common factor $d_ad_b$ used $d_ad_b=d_bd_a$.

The first three components give $d_1^2+d_2^2+d_3^2=3\gamma_3^2S$. For the other two write $X=k_x^2$, $Y=k_y^2$, $Z=k_z^2$:
$$\frac{d_4^2+d_5^2}{\gamma_2^2}=\tfrac34(X^2+Y^2-2XY)+\tfrac14(4Z^2+X^2+Y^2+2XY-4XZ-4YZ).$$
The coefficients of $X^2$ and $Y^2$ are $\tfrac34+\tfrac14=1$, that of $Z^2$ is $1$, that of $XY$ is $-\tfrac32+\tfrac12=-1$, and those of $XZ$ and $YZ$ are $-1$. The sum is $X^2+Y^2+Z^2-S$. Because $k^4=X^2+Y^2+Z^2+2S$, this equals $k^4-3S$, and
$$|d|^2=\gamma_2^2(k^4-3S)+3\gamma_3^2S=\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)S .$$

If $D\psi=\lambda\psi$, then $D^2\psi=\lambda^2\psi$ forces $\lambda=\pm|d|$. With $n_+$ and $n_-$ the multiplicities, $n_++n_-=4$, and $\operatorname{Tr}D=(n_+-n_-)|d|=0$ gives $n_\pm=2$ for $|d|\neq0$. The levels are $E_\pm=-\tfrac12\gamma_1k^2\pm|d|$, each twice. Writing $|d|=\tfrac12\sqrt{4|d|^2}$,
$$E_\pm=\tfrac12\Big\{-\gamma_1k^2\pm\sqrt{4\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)S}\Big\},$$
so that, with $A$, $B$, $C$ in units of $\hbar^2/2m_0$,
$$A=-\gamma_1,\qquad B^2=4\gamma_2^2,\qquad C^2=12(\gamma_3^2-\gamma_2^2).$$
The symbol $C^2$ is a name for a coefficient: it is negative when $|\gamma_3|<|\gamma_2|$. The radicand $4|d|^2$ is a sum of squares of real numbers and stays non-negative in every case.

The operators $P_\pm=\tfrac12(1\pm D/|d|)$ satisfy $DP_\pm=\tfrac12(D\pm|d|)=\pm|d|P_\pm$ and $P_\pm^2=\tfrac14(2\pm2D/|d|)=P_\pm$, so they project on the two pairs.

Only $\gamma_2^2$ and $\gamma_3^2$ enter these four-band energies, so the spectrum of $H$ cannot fix the sign of either, nor that of $B$. (In the six-band model of part (f) the levels at finite $\Delta$ do in general depend on the signs.) The signs enter the states. Along $z$ only $d_5=\gamma_2k^2$ survives and $H=-\tfrac12\gamma_1k^2+\gamma_2k^2\Gamma_5$. Since $\Gamma_5=+1$ on $m=\pm\tfrac32$ and $-1$ on $m=\pm\tfrac12$, the upper pair is $m=\pm\tfrac32$ for $\gamma_2>0$ and $m=\pm\tfrac12$ for $\gamma_2<0$.

The program tests $D^2$ and the characteristic polynomial $(\lambda^2-|d|^2)^2$ symbolically. It also tests the levels, their independence of the two signs and $P_+$ against numerical diagonalization for random $\mathbf k$ and random parameters of both signs, and the character of the upper pair along $z$.

## (d) What the squaring rests on

Explain the double degeneracy by symmetry. Which of strain, loss of inversion, a magnetic field and a change of $j$ spoil the method?

**Solution.** Let $T=e^{-i\pi J_y}K$, with $K$ complex conjugation. In the basis used, $J_x$ and $J_z$ are real and $J_y$ is imaginary, so $K$ reverses $J_y$ alone, and the rotation by $\pi$ about $y$ reverses $J_x$ and $J_z$. Hence $T\mathbf JT^{-1}=-\mathbf J$. The matrix $e^{-i\pi J_y}$ is real because $iJ_y$ is real, so $T^2=e^{-2\pi iJ_y}=-1$, the eigenvalues of $J_y$ being half-odd. Each $\Gamma_a$ is a real quadratic expression in $\mathbf J$ and is even under $T$. Thus $H(\mathbf k)$ commutes with $T$ at fixed $\mathbf k$. In the crystal this operation is time reversal combined with inversion, which together return $\mathbf k$ to itself. For an antiunitary $T$, $\langle T\phi|T\chi\rangle=\langle\chi|\phi\rangle$. With $\phi=T\psi$, $\chi=\psi$ and $T^2=-1$ this reads $-\langle\psi|T\psi\rangle=\langle\psi|T\psi\rangle$, so $T\psi$ is orthogonal to $\psi$ and has the same energy. This is the Kramers degeneracy.

The ten Hermitian matrices $i\Gamma_a\Gamma_b$ ($a<b$) are, up to sign, the three $\sigma_i$, the matrix $\tau_z$, and the six $\tau_x\sigma_i$, $\tau_y\sigma_i$. With $1$ and the five $\Gamma_a$ they make up all sixteen Pauli products, a basis of Hermitian $4\times4$ matrices. The ten are odd under $T$, because $T$ reverses the factor $i$. Every $T$-even Hermitian matrix is therefore a real combination of $1$ and the $\Gamma_a$.

*Strain.* A uniform strain preserves time reversal and inversion, so within the quartet it adds a $T$-even matrix. In general it shifts the scalar part and the $d_a$ by amounts that survive at $k=0$. The step $D^2=|d|^2$ still holds; once the $d_a$ are shifted, the formula in terms of $k^4$ and $S$ does not. A pure volume change is the exception: it keeps the cubic symmetry, under which no combination of the $\Gamma_a$ is invariant, so at $k=0$ it shifts only the scalar part.

*No inversion centre.* Time reversal alone sends $\mathbf k\to-\mathbf k$, so a term linear in $\mathbf k$ multiplies a $T$-odd matrix, which is a real combination of the ten $i\Gamma_a\Gamma_b$. Each of these commutes with $\Gamma_c$ for $c\ne a,b$, since $\Gamma_c$ passes two anticommuting factors. The cross term in the square then survives in general, and the Kramers argument at fixed $\mathbf k$ no longer applies.

*Magnetic field.* The $k_i$ become non-commuting operators, products $k_ik_j$ being symmetrized. Keeping the order of the $d_a$ and using $\Gamma_b\Gamma_a=-\Gamma_a\Gamma_b$,
$$D^2=\sum_ad_a^2+\sum_{a<b}[d_a,d_b]\,\Gamma_a\Gamma_b .$$
The second sum is a matrix in the quartet, and the method fails. A field also adds a Zeeman term, odd under $T$, which is left out here. The program tests this identity with oscillator matrices for $k_x$, $k_y$ and tests that the commutator sum is not zero.

*Other $j$.* For $\mathbf k$ along $z$ the traceless part is proportional to $J_z^2-\tfrac13j(j+1)$, because $\operatorname{Tr}J_z^2$ is a third of $\operatorname{Tr}J^2$. Its square is a multiple of $1$ only if its eigenvalues are $\pm c$, that is, if $m^2$ takes at most two values placed symmetrically about $\tfrac13j(j+1)$. For $j\ge2$ there are three or more values of $m^2$. For $j=1$ the eigenvalues are $\tfrac13$ and $-\tfrac23$. For $j=\tfrac12$ the operator is zero. Only $j=\tfrac32$ is left, with $\tfrac94-\tfrac54=1$ and $\tfrac14-\tfrac54=-1$. The program tests this for $j=\tfrac12$ to $\tfrac72$.

## (e) Warping and masses

Find the range of $s$ and of the root $R=\sqrt{B^2+C^2s}$. When do both bands fall along every ray from $k=0$, and when are they spherical? Give the masses defined by $E=-k^2/2m^*$ along $[100]$, $[110]$ and $[111]$.

The four-band levels are now known in closed form, each doubly degenerate, together with the conditions on which the squaring method rests. What remains is to answer the questions of part (e) on warping and masses, to find the correction due to the split-off band, and to evaluate a numerical example.
